# What a Near-Zero Raman Shift Beside a Via Does Not Show

## The argument under comment

Consider the following argument, posed here as an example. A copper via passes through a (001) silicon wafer. A laser is focused on the top surface at a distance of two via radii from the via axis, and the light scattered straight back is analysed. The silicon phonon line lies within a few hundredths of a cm⁻¹ of its position in unstressed silicon. A conversion factor for equal biaxial stress turns this into a few MPa. The author concludes that the silicon is almost free of stress there, and that a transistor may be placed at that point without correction.

The measurement may be sound. The step that needs examination is the last one: does a vanishing line shift imply a vanishing stress? Two questions decide it. Which strains move the observed line? And which strains does a via produce?

## What the line responds to

Let $x$, $y$, $z$ lie along the cubic axes, with $z$ pointing into the wafer. Strain moves the threefold degenerate optical phonon of frequency $\omega_0$ to $\omega^2=\omega_0^2(1+\lambda)$, where $\lambda$ is an eigenvalue of a symmetric matrix linear in the strain. Cubic symmetry leaves three constants:

$$K_{xx}=p\,\varepsilon_{xx}+q(\varepsilon_{yy}+\varepsilon_{zz}),\qquad K_{xy}=2r_p\,\varepsilon_{xy},$$

and cyclic permutations. Here $p$, $q$, $r_p$ are dimensionless and $\varepsilon_{xy}$ is the tensor shear strain, half the engineering shear. For small $\lambda$ the shift is $\omega_0\lambda/2$.

A phonon polarized along $z$ has a Raman tensor that links $x$ with $y$; the other two follow cyclically. For a mode with unit vector $\mathbf m$ and light polarizations $\mathbf e$ (in) and $\mathbf e'$ (out), both in the surface plane, the scattering amplitude is therefore proportional to

$$m_z\,(e'_x e_y+e'_y e_x).$$

The components $m_x$ and $m_y$ would need a light field along $z$, and there is none. Each mode thus appears with weight $m_z^2$. The squares $m_z^2$ of the three orthonormal modes add up to one, and $\sum m_z^2\lambda=K_{zz}$ is the spectral decomposition of a diagonal matrix element. The intensity-weighted mean shift is

$$\Delta=\frac{\omega_0}{2}\left[p\,\varepsilon_{zz}+q(\varepsilon_{xx}+\varepsilon_{yy})\right]. \tag{1}$$

One number is measured, and it contains neither $\varepsilon_{xx}-\varepsilon_{yy}$ nor $\varepsilon_{xy}$.

The conversion used in the argument supplies the missing information by assumption. Take $\sigma_{xx}=\sigma_{yy}=s$ and $\sigma_{zz}=0$, with tension positive. Isotropic elasticity gives $\varepsilon_{xx}=\varepsilon_{yy}=(1-\nu)s/E$ and $\varepsilon_{zz}=-2\nu s/E$, so that

$$\Delta=\frac{\omega_0}{E}\left[(1-\nu)q-\nu p\right]s. \tag{2}$$

For unequal in-plane stresses the same formula holds with $s=(\sigma_{xx}+\sigma_{yy})/2$, because (1) contains only the sum. What is measured is the mean of the two normal stresses. Whether that mean represents the stress depends on the source.

## The field far below the surface

Let the via have radius $a$, and let $\chi$ be one inside it and zero outside. After a temperature change $\Delta T$ from the stress-free state, free copper would differ in strain from free silicon by $e_T=\Delta\alpha\,\Delta T$, which is negative on cooling. All strains are counted from freely expanded silicon. I first give the via the elastic constants of silicon and treat both as isotropic, with Lamé constants $\lambda_L$ and $G$:

$$\sigma_{ij}=\lambda_L\,\delta_{ij}\,\varepsilon_{kk}+2G\varepsilon_{ij}-(3\lambda_L+2G)\,e_T\,\chi\,\delta_{ij}.$$

Far from both ends nothing depends on $z$, and the surrounding wafer, much wider than the via, fixes $\varepsilon_{zz}=0$. Try $\mathbf u=\nabla\psi(x,y)$. Equilibrium, $\partial_j\sigma_{ij}=0$, becomes

$$(\lambda_L+2G)\,\nabla(\nabla^2\psi)=(3\lambda_L+2G)\,e_T\,\nabla\chi .$$

Since the strain vanishes far away, integration gives

$$\varepsilon_{xx}+\varepsilon_{yy}=\nabla^2\psi=\frac{1+\nu}{1-\nu}\,e_T\,\chi. \tag{3}$$

Outside the via the area strain is zero. With $\varepsilon_{zz}=0$, equation (1) gives no shift. The circular shape has not been used, so the result also holds for a group of such vias, provided the whole group is narrow compared with the wafer thickness; otherwise the wafer no longer fixes $\varepsilon_{zz}=0$.

The strain itself is not zero. For a circle, the flux of $\mathbf u$ through a ring of radius $r>a$ equals the integral of (3):

$$2\pi r\,u_r=\pi a^2\,\frac{1+\nu}{1-\nu}\,e_T .$$

Hence $u_r\propto 1/r$. The radial strain $du_r/dr$ and the hoop strain $u_r/r$ are equal and opposite. Because their sum vanishes, $\sigma_r=2G\varepsilon_r$, and with $2G(1+\nu)=E$,

$$\sigma_r=-\sigma_\theta=\frac{S}{2}\,\frac{a^2}{r^2},\qquad S=-\frac{E\,e_T}{1-\nu}. \tag{4}$$

The constant $S$ has a direct meaning. Inside the via the stress law and (3) give

$$\sigma_{zz}=(3\lambda_L+2G)e_T\left[\frac{\lambda_L}{\lambda_L+2G}-1\right]=-2G\,\frac{1+\nu}{1-\nu}\,e_T=S,$$

so $S$ is the axial stress in the via, tensile after cooling. In the silicon $\sigma_{zz}=0$.

## Does the cancellation survive at the surface?

An objection is due here. Blue or green light does not reach the deep section. It samples roughly the first micrometre below a free surface, where (4) cannot be the whole field, because it leaves the stress $S$ acting on the mouth of the via. An appeal to the deep solution alone would be as incomplete as the argument under comment.

The surface at $z=0$ must carry no load. We therefore add a field with $\sigma_{zz}=-S\chi$ and no shear stress at $z=0$. Let $\phi$ be harmonic in $z>0$, with strains that die out far away. Subscripts on $\phi$ denote derivatives, and $\nabla_\parallel$ acts in the plane. Try

$$2G\,\mathbf u_\parallel=\nabla_\parallel\left[(1-2\nu)\phi+z\phi_z\right],\qquad 2G\,u_z=-2(1-\nu)\phi_z+z\phi_{zz}. \tag{5}$$

Using $\nabla_\parallel^2\phi=-\phi_{zz}$, the in-plane part of the divergence is $-(1-2\nu)\phi_{zz}-z\phi_{zzz}$, and $\partial_z$ of the second expression is $-(1-2\nu)\phi_{zz}+z\phi_{zzz}$. Together,

$$2G\,\nabla\!\cdot\!\mathbf u=-2(1-2\nu)\phi_{zz}.$$

Equilibrium requires $\nabla^2\mathbf u+\nabla(\nabla\!\cdot\!\mathbf u)/(1-2\nu)=0$. Since $\nabla^2(zf)=2f_z$ for harmonic $f$, the first term, times $2G$, is $2\nabla\phi_{zz}$. The second is $-2\nabla\phi_{zz}$, and they cancel.

The shear stress is $G(\partial_z\mathbf u_\parallel+\nabla_\parallel u_z)$. The terms in $\phi_z$ have the coefficients $(1-2\nu)+1-2(1-\nu)=0$, which leaves $z\nabla_\parallel\phi_{zz}$. This is zero at the surface. The normal stress is

$$\sigma_{zz}=2G\left[\partial_z u_z+\frac{\nu}{1-2\nu}\nabla\!\cdot\!\mathbf u\right]=-\phi_{zz}+z\phi_{zzz}.$$

At $z=0$ we thus need $\phi_{zz}=S\chi$.

Write $F=\phi_{zz}$. It is harmonic, it decays with depth, and it equals $S$ on the mouth of the via and zero on the rest of the surface. The half-space formula for such boundary values is

$$F=\frac{S}{2\pi}\int_{\rm mouth}\frac{z\,dA}{R^3}=\frac{S\,\Omega}{2\pi}, \tag{6}$$

where $R$ is the distance to the element $dA$ and $\Omega$ is the solid angle under which the mouth is seen. The strains of the added field are

$$2G\,\varepsilon_{zz}=-(1-2\nu)F+zF_z,\qquad 2G(\varepsilon_{xx}+\varepsilon_{yy})=-(1-2\nu)F-zF_z. \tag{7}$$

A point on the silicon surface sees the mouth edge-on, so $\Omega=0$, and $z=0$ as well. Both expressions vanish. The zero shift therefore holds at the surface too, for a reason different from that of the deep section.

What happens to the stress? At $z=0$, $\nabla_\parallel^2\phi=-S\chi$. The flux argument gives $\phi_r=-Sa^2/(2r)$ outside, so (5) yields $2G\varepsilon_r=(1-2\nu)Sa^2/(2r^2)$, and the hoop strain is its negative. Adding (4),

$$\sigma_r=-\sigma_\theta=\frac{Sa^2}{2r^2}\left[1+(1-2\nu)\right]=-E\,e_T\,\frac{a^2}{r^2}. \tag{8}$$

The free surface does not relieve this pair of stresses. It raises them by the factor $2(1-\nu)$ over the deep section.

## The numbers for the case in question

I take rough typical values, whose last digits only fix the arithmetic and claim no accuracy: $\omega_0=520$ cm⁻¹, $p=-1.85$, $q=-2.3$, $r_p=-0.7$, $\Delta\alpha=14$ ppm/K and $\Delta T=-150$ K, with $a=2.5$ µm and $r=5$ µm. The cubic constants $c_{11},c_{12},c_{44}=166,64,80$ GPa are averaged over orientation. The shear modulus is the mean of the uniform-strain and uniform-stress averages, which gives $E=163.3$ GPa, $G=66.8$ GPa and $\nu=0.222$.

The misfit is $e_T=-2.10\times10^{-3}$. Equation (8) gives $163.3\ \text{GPa}\times2.10\times10^{-3}=343$ MPa as the wall is approached along the surface, and one quarter of that at $r=2a$:

$$\sigma_r=+86\ \text{MPa},\qquad \sigma_\theta=-86\ \text{MPa}.$$

In the deep section the pair is ±55 MPa. The von Mises stress at the surface is $\sqrt3\times85.7=148$ MPa. If both stresses were tensions of this size, the slope from (2), −4.39 cm⁻¹/GPa, would give a shift of −0.38 cm⁻¹. With opposite signs the surface value is zero.

The light also samples some depth. For a weight $e^{-z/\delta}$, where $\delta$ is half the absorption length because the light passes in and out, we average

$$\Delta(z)=\frac{\omega_0}{4G}\left[-(p+q)(1-2\nu)F+(p-q)zF_z\right], \tag{9}$$

which follows from (1) and (7). An estimate by hand shows the size. Close to the surface $F\approx zF_z$, and treating the mouth as a small source in (6) gives $F_z\approx Sa^2/(2r^3)$. With $S=441$ MPa and $\delta=0.2$ µm, roughly right for blue light,

$$F\approx441\times\frac{2.5^2\times0.2}{2\times5^3}\approx2.2\ \text{MPa}.$$

The bracket in (9) is about $(4.15\times0.556+0.45)F=2.76F$, and the prefactor is $520/(4\times66.8)=1.95$ cm⁻¹/GPa. The shift is about 0.012 cm⁻¹. Numerical integration over the whole mouth and over depth gives 0.016 cm⁻¹. For green light, with $\delta=0.6$ µm, it gives 0.040 cm⁻¹.

Read with the equal-biaxial slope, the blue shift means $0.0158/(-0.00439)=-3.6$ MPa. This is the "few MPa" of the argument. It is about 4% of the magnitude of either stress, and its negative sign is opposite to that of the radial stress.

The smallness depends on position. For a point probe with blue light, the same integration gives:

| $r/a$ | radial stress (MPa) | shift (cm⁻¹) |
|---|---:|---:|
| 1.2 | 238 | 0.154 |
| 1.5 | 152 | 0.049 |
| 2.0 | 86 | 0.016 |
| 3.0 | 38 | 0.004 |

For an infinitely long via, the stress far away falls as $r^{-2}$, while the estimate above makes the shift fall as $r^{-3}$. In this isotropic model the line therefore becomes a poorer witness, even in proportion to the stress, as one moves outwards. The cubic anisotropy treated below adds a surface shift that falls only as $r^{-2}$. Moving towards the wall, the cancellation fails once the distance to the wall is no longer large compared with $\delta$. A scan that includes the near-wall region is thus more informative than a single point, although a real spot would average over the steep part.

## What the hidden strain does

The silent modes are shifted. At the surface put $e=\varepsilon_r=-\varepsilon_\theta=(1+\nu)\sigma_r/E=6.4\times10^{-4}$. On a line from the via along [100], the in-plane block of the matrix has the diagonal entries $\pm(p-q)e$, and the two modes split by $\omega_0|p-q|e=0.15$ cm⁻¹. Along [110], $\varepsilon_{xx}=\varepsilon_{yy}=0$ and $\varepsilon_{xy}=e$. The eigenvalues are $\pm2r_pe$, and the splitting is $2\omega_0|r_p|e=0.47$ cm⁻¹. To see these modes, the light must have a field component along $z$ in the crystal.

A transistor channel also responds to the hidden part. Consider holes moving along [110], with the via on the same line. There $\sigma_{xx}=\sigma_{yy}=0$ and $\sigma_{xy}=(\sigma_r-\sigma_\theta)/2=86$ MPa. The piezoresistive terms in $\pi_{11}$ and $\pi_{12}$ multiply the normal stresses and drop out. The remaining term is

$$\frac{\Delta\rho}{\rho}=\pi_{44}\,\sigma_{xy}=1.4\ \text{GPa}^{-1}\times0.0857\ \text{GPa}=0.12,$$

with a rough bulk value of $\pi_{44}$ for lightly doped p-type silicon. A 12% rise in resistivity is not what "almost free of stress" suggests. An inversion layer has a different coefficient, so this figure shows the size of the effect and is not a device prediction.

## How far real silicon departs from the cancellation

It would be an error in the other direction to claim that a via must give no shift. Silicon is elastically cubic, and this matters more here than the probing depth of blue light.

Keep the elastic constants matched, but cubic, and resolve the misfit in the $xy$ plane into plane waves. Each wave produces a surface strain that depends on the direction of its wavevector but not on its length, because a half-space contains no length of its own. The combination in (1) is unchanged by a quarter turn about $z$, so its response consists of a constant and of harmonics of order 4, 8 and so on in the angle. The constant part reproduces $\chi$ itself, which is zero outside the via. The other parts give a field varying as $\cos4\theta$, $\cos8\theta$ and so on, whose mean around a circle is zero. The cancellation then holds for the average around the via, but not at each point.

I solved the surface problem numerically for each wave direction and summed the harmonics. At $r=2a$ the results are:

| direction | $\sigma_r$ (MPa) | $\sigma_\theta$ (MPa) | surface shift (cm⁻¹) |
|---|---:|---:|---:|
| [100] | 62 | −77 | +0.033 |
| [110] | 102 | −88 | −0.032 |

Adding the blue-light depth term of the isotropic model, which neglects the effect of anisotropy on that term, gives rough estimates of +0.048 and −0.016 cm⁻¹; averaging the cubic field itself over the same depth gives +0.049 and −0.021 cm⁻¹. The point on [110], where half the stress difference is the larger of the two at 95 MPa, has the smaller absolute shift. With this value the resistivity change there becomes about 13%.

Copper is also softer than silicon. An axisymmetric finite-element calculation with $E=120$ GPa and $\nu=0.34$ in the via, and isotropic silicon outside, gives surface stresses of 85 and −88 MPa at $r=2a$. The blue-light shift changes from 0.016 to 0.020 cm⁻¹.

Two features of the measurement are of similar size. An objective of aperture 0.9 sends its steepest rays into silicon, of index about 4.7, at an angle whose squared sine is $(0.9/4.7)^2=3.7\%$. If that share of the signal came from one silent mode on [110], the line would be pulled by about $0.037\times0.47/2=0.009$ cm⁻¹. This only sets the scale: a plain average over the incoming and collected rays, polarized along the radius and without reflection losses, gives about half that share and a downward pull of about 0.004 cm⁻¹. Laser heating lowers the line by roughly 0.02 cm⁻¹ per kelvin, so a rise of 0.8 K would hide the whole blue-light shift of the isotropic model.

The surface estimate assumes a wafer that is thick compared with both the via radius and the distance from the via. The small shift is more sensitive to this than the stresses are. In the matched isotropic model, a wafer 20 via radii thick with both faces free has a surface shift of about −0.009 cm⁻¹ at $r=2a$, while the two stresses change by only about 2 MPa. In an array these contributions add, so the wafer must also be thick compared with the width of the group: in the same wafer, at a pitch of $4a$, the surface point midway between two central vias shifts by about −0.07 cm⁻¹ for a 3×3 group and −0.23 cm⁻¹ for an 11×11 group. The input $\Delta T$ is uncertain, because it depends on how the copper was annealed; within linear elasticity all stresses and strain-induced shifts scale with it. Deep in the via, the matched model gives a von Mises stress of $S/2=220$ MPa, enough for yielding to be a concern in soft copper. Yielding would change the effective misfit. That effect, the oxide liner, surface films and stress already present in the wafer are not sized here.

## Assessment

The inference from shift to stress should be withdrawn. The data support a narrower statement: at the measured point, the combination in (1), averaged over the probed depth, is close to zero. Near a via this is compatible with radial and hoop stresses of nearly 100 MPa.

To bound the stress itself, the author needs information on the strain difference. One route is a measurement in which the light has a known field component along $z$, so that the silent modes contribute. The polarizations must be chosen for the strain that is sought: the mean shift contains $\varepsilon_{xx}-\varepsilon_{yy}$ only if the coefficients of $m_x$ and $m_y$ in the scattering amplitude differ in magnitude, and $\varepsilon_{xy}$ only if neither coefficient is zero. Another route is a scan around and towards the via, fitted with a model that includes cubic elasticity, the free surface and the probing depth. The second route yields a stress that depends on the model, and it should be reported as such. The equal-biaxial conversion remains suitable where the two in-plane stresses are known to be equal, as under a uniform film far from its edges on a (001) wafer. There the cubic elastic constants should replace the averaged ones; with the values used here they change the slope from −4.39 to −4.57 cm⁻¹/GPa. Beside a via, that condition is the one that fails.
